# Baseline of the reduced pair distribution function for a thin slab: a program that tests the result

```python
"""Baseline of the reduced pair distribution function G(r) of a thin slab.

Result under test: for a homogeneous slab (thickness t, number density rho,
very wide, averaged over all orientations), omitting the small-angle shape
scattering subtracts 4 pi rho r gamma(r) from R(r)/r, where
    gamma(r) = 1 - r/(2t) for r <= t,   gamma(r) = t/(2r) for r >= t.
R(r) dr = mean number of neighbours between r and r+dr; S(Q) = structure factor.
Lengths in nm, Q in 1/nm, G in 1/nm^2.
"""
import numpy as np
from scipy.constants import atomic_mass
from scipy.spatial import cKDTree
from scipy.special import ndtr
from pyscf.data import elements

pi = np.pi
rng = np.random.default_rng(7)


def gamma_slab(r, t):
    r = np.asarray(r, float)
    return np.where(r <= t, 1 - r / (2 * t), t / (2 * np.maximum(r, 1e-12)))


# ---------- inputs of the example: amorphous InGaZnO4 ----------
thickness = 3.0          # nm
mass_density = 6.1       # g/cm^3, rough
core = 0.16              # nm, no pairs closer than this in the test packing
q_min = 5.0              # 1/nm, lowest Q kept in the transform
formula = {"In": 1, "Ga": 1, "Zn": 1, "O": 4}
atoms_per_formula = sum(formula.values())
formula_mass = sum(n * elements.MASSES[elements.charge(s)]
                   for s, n in formula.items())
# g/cm^3 -> kg/nm^3 is a factor 1e-24
rho_film = mass_density * 1e-24 * atoms_per_formula / (formula_mass * atomic_mass)
print(f"thickness t = {thickness:.1f} nm")
print(f"mass density (rough) = {mass_density:.1f} g/cm^3")
print(f"formula mass InGaZnO4 = {formula_mass:.2f} u")
print(f"number density rho = {rho_film:.2f} nm^-3")

# ---------- gamma from a direct count over depth and direction ----------
n_grid = 1500
depth = (np.arange(n_grid) + 0.5) / n_grid * thickness
mu = -1 + 2 * (np.arange(n_grid) + 0.5) / n_grid
worst = 0.0
for r in (0.5, 1.0, 2.0, 2.9, 3.5, 6.0):
    end = depth[:, None] + r * mu[None, :]
    inside = np.mean((end > 0) & (end < thickness))
    worst = max(worst, abs(inside - gamma_slab(r, thickness)))
assert worst < 2e-3      # counting error of order 1/n_grid
print(f"gamma, direct count vs formula: max difference = {worst:.1e}")

# ---------- orientation-averaged form factor transformed back ----------
dq = 0.002
q = (np.arange(200000) + 0.5) * dq
shape_s = 4 * pi * rho_film * 2 * np.sin(q * thickness / 2)**2 / (q**4 * thickness)
worst = 0.0
for r in (0.15, 0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    back = 2 / pi * np.sum(q * shape_s * np.sin(q * r)) * dq
    expected = 4 * pi * rho_film * r * gamma_slab(r, thickness)
    worst = max(worst, abs(back / expected - 1))
assert worst < 1e-3
print(f"form factor transformed back: max relative error = {worst:.1e}")

# ---------- explicit atoms: random hard-core packing, slab cut out ----------
side, height = 10.0, 4.0
box = np.array([side, side, height])
n_total = int(round(rho_film * np.prod(box)))
packing = np.empty((0, 3))
for attempt in range(300):
    trial = rng.random((15000, 3)) * box
    if len(packing):
        near, _ = cKDTree(packing, boxsize=box).query(
            trial, distance_upper_bound=core)
        trial = trial[np.isinf(near)]
    if len(trial) > 1:
        clash = cKDTree(trial, boxsize=box).query_pairs(core, output_type="ndarray")
        keep = np.ones(len(trial), bool)
        if len(clash):
            keep[clash.max(axis=1)] = False
        trial = trial[keep]
    packing = np.vstack([packing, trial])
    if len(packing) >= n_total:
        break
assert len(packing) >= n_total
packing = packing[:n_total]
low = (height - thickness) / 2
slab = packing[(packing[:, 2] > low) & (packing[:, 2] < low + thickness)]
slab = slab[np.argsort(slab[:, 2])]
n_slab = len(slab)
rho = n_slab / (side**2 * thickness)
print(f"test slab: {n_slab} atoms, density = {rho:.2f} nm^-3, core = {core:.2f} nm")

# scattering weights: atomic numbers, species placed at random
species = np.repeat([elements.charge(s) for s in formula], list(formula.values()))
weight = rng.choice(species, n_slab).astype(float)
dr, r_max = 0.02, side / 2
n_bins = int(round(r_max / dr))
count = np.zeros(n_bins)
count_w = np.zeros(n_bins)
origins = np.arange(3, n_slab, 6)      # evenly spread over depth
x, y, z = (np.ascontiguousarray(slab[:, k]) for k in range(3))
for i in origins:
    dx = x - x[i]
    dx -= side * np.rint(dx / side)
    dy = y - y[i]
    dy -= side * np.rint(dy / side)
    dist = np.sqrt(dx * dx + dy * dy + (z - z[i])**2)
    dist[i] = 2 * r_max                # leave out the atom itself
    index = np.minimum((dist / dr).astype(np.int64), n_bins)
    count += np.bincount(index, minlength=n_bins + 1)[:n_bins]
    count_w += weight[i] * np.bincount(index, weights=weight,
                                       minlength=n_bins + 1)[:n_bins]
count /= len(origins)
count_w /= weight[origins].sum() * weight.mean()
r_bin = (np.arange(n_bins) + 0.5) * dr
assert np.all(count[:7] == 0)          # empty core

# shells of 0.2 nm beyond the short-range order: pair count / bulk count = gamma
bulk_shell = (4 * pi * rho * r_bin**2 * dr).reshape(-1, 10).sum(axis=1)
slab_shell = (4 * pi * rho * r_bin**2 * dr
              * gamma_slab(r_bin, thickness)).reshape(-1, 10).sum(axis=1)
shell = count.reshape(-1, 10).sum(axis=1)
shell_w = count_w.reshape(-1, 10).sum(axis=1)
far = np.arange(len(shell)) >= 3       # r > 0.6 nm
dev = np.max(np.abs(shell / slab_shell - 1)[far])
dev_w = np.max(np.abs(shell_w / slab_shell - 1)[far])
for k in (5, 10, 14, 20):
    print(f"shell {0.2*k:.1f}-{0.2*(k+1):.1f} nm: atoms/bulk count = "
          f"{shell[k]/bulk_shell[k]:.4f}, gamma = {slab_shell[k]/bulk_shell[k]:.4f}")
print(f"max relative deviation, r > 0.6 nm: plain {dev:.4f}, weighted {dev_w:.4f}")
assert dev < 0.01                      # statistical noise of one finite packing
assert dev_w < 0.025                   # more noise from random species

# ---------- S(Q) of the atoms; what does dropping Q < q_min subtract? ----------
# Beyond r_max the pair function R/r has its constant large-r value.
dq_low = 0.005
q_low = (np.arange(int(round(q_min / dq_low))) + 0.5) * dq_low
plateau = 2 * pi * rho * thickness
q_s_minus_1 = (np.sin(np.outer(q_low, r_bin)) @ (count / r_bin)
               + plateau * np.cos(q_low * r_max) / q_low)
r_test = np.arange(0.10, 4.51, 0.05)
subtracted = -2 / pi * np.sin(np.outer(r_test, q_low)) @ q_s_minus_1 * dq_low
base_test = -4 * pi * rho * r_test * gamma_slab(r_test, thickness)
line_test = -4 * pi * rho * r_test
leak_bound = 8 * rho / (thickness * q_min**2)
gap_bound = q_min**2 / pi
misfit = np.max(np.abs(subtracted - base_test))
misfit_line = np.max(np.abs(subtracted - line_test))
print(f"Qmin = {q_min:.1f} nm^-1; 2 pi/t = {2*pi/thickness:.2f} nm^-1")
for r in (0.15, 1.0, 2.0, 4.0):
    k = np.argmin(np.abs(r_test - r))
    print(f"r = {r:.2f} nm: subtracted by atoms' low-Q cut = {subtracted[k]:.1f}, "
          f"baseline = {base_test[k]:.1f} nm^-2")
print(f"max misfit 0.1-4.5 nm: slab baseline {misfit:.1f}, "
      f"bulk line {misfit_line:.1f} nm^-2")
print(f"bounds: leak {leak_bound:.1f}, lost diffuse part {gap_bound:.1f} nm^-2")
# allowed: the two bounds plus 1 % of the plateau for statistical noise
assert misfit < leak_bound + gap_bound + 0.01 * plateau
assert misfit_line > 10 * misfit

# ---------- worked example at the film's own density ----------
for r in (0.15, 1.0, 2.0, 3.0):
    line = -4 * pi * rho_film * r
    base = line * gamma_slab(r, thickness)
    print(f"film r = {r:.2f} nm: gamma = {gamma_slab(r, thickness):.4f}, "
          f"bulk line = {line:.1f}, baseline = {base:.1f} nm^-2 "
          f"({base/100:.3f} A^-2), false drift = {line-base:.1f} nm^-2")
film_plateau = -2 * pi * rho_film * thickness
print(f"film r > t: baseline = {film_plateau:.1f} nm^-2 ({film_plateau/100:.3f} A^-2)")

# ---------- size of neglected effects ----------
above = q > q_min
leak = np.array([2 / pi * np.sum((q * shape_s * np.sin(q * r))[above]) * dq
                 for r in np.arange(0.05, 5.0, 0.05)])
film_leak_bound = 8 * rho_film / (thickness * q_min**2)
assert np.max(np.abs(leak)) <= film_leak_bound
print(f"film leak above Qmin: max = {np.max(np.abs(leak)):.2f} nm^-2, "
      f"bound = {film_leak_bound:.2f} nm^-2")
r_core = 0.15
q_fine = (np.arange(5000) + 0.5) * q_min / 5000
gap_core = 2 / pi * np.sum(q_fine * np.sin(q_fine * r_core)) * q_min / 5000
assert gap_core <= gap_bound
print(f"lost diffuse part at r = {r_core:.2f} nm (S_diffuse = 0): "
      f"at most {gap_core:.2f} nm^-2")

flake = 1000.0                          # nm, side of a square flake
mu_h = (np.arange(600) + 0.5)[:, None] / 600
phi = (np.arange(600) + 0.5)[None, :] / 600 * pi / 2
sin_theta = np.sqrt(1 - mu_h**2)
r = 3.0
normal_part = np.maximum(0, 1 - r * mu_h / thickness)
side_part = ((1 - r * sin_theta * np.cos(phi) / flake)
             * (1 - r * sin_theta * np.sin(phi) / flake))
flake_loss = np.mean(normal_part * (1 - side_part))
assert 0 < flake_loss < r / flake
print(f"flake side {flake:.0f} nm: gamma lowered by {flake_loss:.5f} at r = {r:.1f} nm")

grade = 0.2                             # nm, Gaussian width of graded faces
z_line = np.linspace(-4, 4, 4001)


def profile(s):
    return ndtr((s + thickness / 2) / grade) - ndtr((s - thickness / 2) / grade)


def gamma_graded(r):
    cosines = (np.arange(200) + 0.5) / 200
    overlap = profile(z_line)[None, :] * profile(z_line[None, :] + r * cosines[:, None])
    return overlap.sum(axis=1).mean() * (z_line[1] - z_line[0]) / thickness


loss_formula = 2 * grade / (np.sqrt(pi) * thickness)
assert abs(1 - gamma_graded(0.0) - loss_formula) < 1e-5
print(f"graded faces, width {grade:.1f} nm: gamma(0) = {gamma_graded(0.0):.4f} "
      f"instead of 1; loss 2w/(sqrt(pi) t) = {loss_formula:.4f}")
print(f"graded faces at r = 1.0 nm: gamma = {gamma_graded(1.0):.4f}, "
      f"sharp = {gamma_slab(1.0, thickness):.4f}")

print("success")
```

Printed output:

```
thickness t = 3.0 nm
mass density (rough) = 6.1 g/cm^3
formula mass InGaZnO4 = 313.92 u
number density rho = 81.92 nm^-3
gamma, direct count vs formula: max difference = 8.4e-05
form factor transformed back: max relative error = 1.5e-07
test slab: 24588 atoms, density = 81.96 nm^-3, core = 0.16 nm
shell 1.0-1.2 nm: atoms/bulk count = 0.8155, gamma = 0.8157
shell 2.0-2.2 nm: atoms/bulk count = 0.6495, gamma = 0.6495
shell 2.8-3.0 nm: atoms/bulk count = 0.5163, gamma = 0.5163
shell 4.0-4.2 nm: atoms/bulk count = 0.3659, gamma = 0.3658
max relative deviation, r > 0.6 nm: plain 0.0028, weighted 0.0043
Qmin = 5.0 nm^-1; 2 pi/t = 2.09 nm^-1
r = 0.15 nm: subtracted by atoms' low-Q cut = -143.6, baseline = -150.6 nm^-2
r = 1.00 nm: subtracted by atoms' low-Q cut = -859.0, baseline = -858.3 nm^-2
r = 2.00 nm: subtracted by atoms' low-Q cut = -1371.7, baseline = -1373.3 nm^-2
r = 4.00 nm: subtracted by atoms' low-Q cut = -1544.6, baseline = -1544.9 nm^-2
max misfit 0.1-4.5 nm: slab baseline 8.6, bulk line 3089.5 nm^-2
bounds: leak 8.7, lost diffuse part 8.0 nm^-2
film r = 0.15 nm: gamma = 0.9750, bulk line = -154.4, baseline = -150.5 nm^-2 (-1.505 A^-2), false drift = -3.9 nm^-2
film r = 1.00 nm: gamma = 0.8333, bulk line = -1029.4, baseline = -857.8 nm^-2 (-8.578 A^-2), false drift = -171.6 nm^-2
film r = 2.00 nm: gamma = 0.6667, bulk line = -2058.8, baseline = -1372.5 nm^-2 (-13.725 A^-2), false drift = -686.3 nm^-2
film r = 3.00 nm: gamma = 0.5000, bulk line = -3088.1, baseline = -1544.1 nm^-2 (-15.441 A^-2), false drift = -1544.1 nm^-2
film r > t: baseline = -1544.1 nm^-2 (-15.441 A^-2)
film leak above Qmin: max = 3.67 nm^-2, bound = 8.74 nm^-2
lost diffuse part at r = 0.15 nm (S_diffuse = 0): at most 3.76 nm^-2
flake side 1000 nm: gamma lowered by 0.00173 at r = 3.0 nm
graded faces, width 0.2 nm: gamma(0) = 0.9248 instead of 1; loss 2w/(sqrt(pi) t) = 0.0752
graded faces at r = 1.0 nm: gamma = 0.8200, sharp = 0.8333
success
```
